# Why semilocal functionals can miss small polarons: a two-site model

**Question.** A carrier in a soft, polar lattice can lower its energy by settling on one site and distorting the surroundings. Why can a semilocal density functional leave the same carrier spread evenly over the sites, even when it describes the lattice and the hopping correctly?

**Answer.**

## The mechanism: a carrier that repels itself

Localization is a contest. Hopping favours a shared carrier, and lattice relaxation favours a concentrated one. A semilocal functional adds a third, spurious contestant, which shows in the energy of one site as a function of its fractional charge $n$.

The exact form of that function, at fixed lattice, follows from a counting argument. Take $q$ identical, widely separated sites sharing $p<q$ carriers. Assume that putting two carriers on one site costs energy. The ground states then have $p$ sites filled and $q-p$ empty, with energy $pE(1)+(q-p)E(0)$. An equal superposition of all such arrangements has the same energy, but each site now carries the average charge $p/q$. An exact functional must give this density the same energy, and for separated sites the energy is a sum over sites:

$$qE(p/q)=pE(1)+(q-p)E(0).$$

Dividing by $q$ puts $E(p/q)$ on the straight line between $E(0)$ and $E(1)$. Continuity extends this from rational charges to all $0\le n\le1$. This is the piecewise-linear condition.

A semilocal functional violates it because the carrier's classical repulsion with itself is not properly cancelled. For an orbital of fixed shape, the self-repulsion is $Jn^2/2$. For a single carrier, exact exchange is $-Jn^2/2$ and removes it. Local exchange has the form $-Cn^{4/3}$ instead. The second derivative of the sum is

$$J-\tfrac49\,C\,n^{-2/3}.$$

The quadratic repulsion dominates over most of the interval if $J$ is large enough, and the curve is convex there. At very small $n$ the second term wins and the curve is concave. "Convex" thus describes the main part of the curve, not every point of it.

Hydrogen shows the effect in a real functional. In the finite Gaussian basis used here, Hartree–Fock, which has no self-interaction error for one electron, follows the straight line. PBE gives almost the same energy at $n=1$, $-13.605$ eV, but at $n=1/2$ it gives $-8.251$ eV. The line would give $-6.803$ eV, so half an electron is too stable by 1.448 eV. At small charge the PBE curvature is indeed negative: a finite difference over $n=0$, 0.02 and 0.04 gives roughly $-50$ eV. This is only a rough value, because the curvature changes rapidly there.

Two half-charged sites each collect such a false energy gain; one full and one empty site do not. This is the bias towards sharing.

## From the site energy to a two-site functional

Let one spin-polarized carrier occupy the orbital $(c_1,c_2)$ on two equal sites, with $c_1,c_2\ge0$, $n_i=c_i^2$ and $n_1+n_2=1$. Put $E(0)=E(1)=0$ for the undistorted site. The simplest curve with these end points and constant curvature $K$ is

$$E_{\rm site}(n)=\frac K2\,n(n-1).$$

It is linear for $K=0$ and lies below the line for $K>0$. Its slope is the site's one-electron level, $dE_{\rm site}/dn=K(n-\tfrac12)$. The level rises by $K$ between empty and filled, although the lattice has not moved. For this curve of constant curvature, comparing the two levels at one fixed geometry therefore measures $K$.

Each site has a classical coordinate $x_i$, stiffness $k$ and linear coupling $g$. With hopping $t>0$, the energy is

$$E=-2tc_1c_2+\sum_{i=1}^{2}\left[\frac k2x_i^2-gn_ix_i+\frac K2n_i(n_i-1)\right]+Vn_1n_2.$$

The factor 2 appears because both off-diagonal elements of the Hamiltonian contribute $-tc_1c_2$. The last term allows for spurious repulsion between the two parts of the same carrier. In the exact problem $K=V=0$. What remains is the expectation value of a one-electron Hamiltonian plus the elastic energy, so its minimum over the orbital is the true adiabatic energy of the model.

Here "polaron" means a minimum of this adiabatic energy with $n_1\ne n_2$. With quantum nuclei, tunnelling between the two equivalent minima would restore the symmetry of the full eigenstate.

**Relaxing the lattice.** Setting $\partial E/\partial x_i=kx_i-gn_i=0$ gives $x_i=gn_i/k$. Substitution gives

$$\frac k2x_i^2-gn_ix_i=\frac{g^2n_i^2}{2k}-\frac{g^2n_i^2}{k}=-E_pn_i^2,\qquad E_p=\frac{g^2}{2k}.$$

$E_p$ is the relaxation energy of a carrier held on one site. The relaxed energy is concave in $n_i$, which favours concentration. This does not conflict with the exact linear condition, which holds at fixed $x_i$; here the lattice follows the charge.

**Reducing to one variable.** Define $m=n_1-n_2$ and $s=\sqrt{1-m^2}$, so that $s=1$ is the shared state and $s=0$ is complete localization. From $n_{1,2}=(1\pm m)/2$,

$$n_1n_2=\frac{1-m^2}{4}=\frac{s^2}{4},\qquad c_1c_2=\frac s2,\qquad n_1^2+n_2^2=1-2n_1n_2=1-\frac{s^2}{2}.$$

The four contributions become

$$-2tc_1c_2=-ts,\qquad -E_p\sum_i n_i^2=-E_p+\frac{E_p}{2}s^2,$$

$$\frac K2\Big(\sum_i n_i^2-1\Big)=-\frac K4s^2,\qquad Vn_1n_2=\frac V4s^2.$$

Their sum is

$$E(s)=-E_p-ts+\frac U2s^2,\qquad U=E_p-\frac{K-V}{2}.$$

The convex error enters in the same place as the lattice relaxation, with the opposite sign. The functional behaves as if the lattice were less able to trap the carrier.

## The condition for a polaron

The derivative is $dE/ds=-t+Us$, on the interval $0\le s\le1$.

If $U\le t$, the derivative is negative for every $s<1$. The energy falls all the way to $s=1$, and the carrier is shared.

If $U>t$, the derivative vanishes at $s=t/U<1$, and the second derivative $U$ is positive. There are two equivalent minima,

$$m=\pm\sqrt{1-\frac{t^2}{U^2}},\qquad E_{\rm loc}=-E_p-\frac{t^2}{2U}.$$

The shared state has $E_{\rm sh}=-E_p-t+U/2$, so the gain by localization is

$$E_{\rm sh}-E_{\rm loc}=\frac U2-t+\frac{t^2}{2U}=\frac{(U-t)^2}{2U}.$$

The condition $U>t$ reads

$$E_p>t+\frac{K-V}{2}.$$

For $V=0$ the convex functional needs $E_p>t+K/2$, while the linear one needs $E_p>t$. In the window

$$t<E_p\le t+\frac K2$$

the true model has a polaron and the convex functional has none. In this two-site model no choice of starting geometry can then help, because there is no localized minimum to be found. A three-dimensional crystal differs on this point, as the last section explains.

Above the window both functionals localize the carrier, but their gains differ by

$$\frac K4-\frac{t^2}{2}\left(\frac{1}{E_p-K/2}-\frac1{E_p}\right),$$

which tends to $K/4$ as $E_p$ grows. The polaron survives, too weakly bound. Hence "can miss", not "must miss".

## A case inside the window

Take $t=0.20$ eV, $k=30$ eV/Å$^2$ and $g=6$ eV/Å. Then

$$E_p=\frac{6^2}{2\times30}=0.60\ \text{eV}.$$

Let $K=1.0$ eV for the convex functional and $V=0$. The lattice and hopping parameters are the same in both calculations. The thresholds for $E_p$ are 0.20 eV (linear) and 0.70 eV (convex), and 0.60 eV lies between them.

For the linear functional $U=0.60$ eV, so $s=0.20/0.60=1/3$ and $m=\sqrt{8/9}=0.943$. The first site holds $n_1=0.971$ electrons. The displacements are 0.194 Å and 0.006 Å. The energy falls from $-0.500$ eV in the shared state to $-0.633$ eV, a gain of 0.133 eV.

For the convex functional $U=0.60-0.50=0.10$ eV, which is less than $t$. Each site holds half an electron, both displacements are 0.100 Å, and the energy is $-0.750$ eV. This lower total energy is no sign of a better answer: 0.250 eV of it is the false gain $K/4$.

The cause can be isolated by keeping the true polaron's orbital and lattice and evaluating them with the convex functional. Relative to the shared state, the error term changes by

$$-\frac K4s^2+\frac K4=\frac K4m^2=0.25\times0.889=0.222\ \text{eV}.$$

This penalty exceeds the true gain of 0.133 eV. The correct polaron therefore lies $0.222-0.133=0.089$ eV above the shared state, and the carrier spreads out.

If the coupling is raised until $E_p=1.00$ eV, with $t$, $k$ and $K$ unchanged, both functionals localize. The charges on the first site are similar, 0.990 and 0.958 electrons, but the gains are 0.320 eV and 0.090 eV. A plausible charge distribution does not guarantee a reliable polaron energy.

For transport, the gain is also the adiabatic barrier between the two minima, since the shared state is the top of the relaxed path connecting them. In the first case the convex functional removes this barrier altogether; in the second it reduces it by about 70 per cent. Activated hopping would be replaced by shared motion, or made too easy.

## Intersite repulsion and partial corrections

For two sites, the error that matters is $K-V$, not $K$ alone. Stretched H$_2^+$ at separation $R=10$ bohr shows both parts. In atomic units the protons repel with $1/R$, and each half electron is attracted to the other proton, giving $-1/R$ in total. The two halves of the electron repel with $1/(4R)$, which a semilocal functional does not cancel at this distance. PBE should therefore give

$$E\simeq2E(1/2)+\frac1{4R}.$$

This estimate is $-15.821$ eV, and the direct PBE calculation gives $-15.826$ eV. The estimate neglects tunnelling and polarization. Compared with a PBE hydrogen atom and a distant proton, at $-13.605$ eV, the shared state lies 2.221 eV lower. Nearly all of this is false: Hartree–Fock, which is free of the error, gives $-13.620$ eV, only about 0.015 eV below the atomic energy.

In the model, $V=0.4$ eV lowers the convex threshold from 0.70 to 0.50 eV. The polaron with $E_p=0.60$ eV then reappears, through partial cancellation of two errors.

A correction can also be added deliberately:

$$\Delta E=\frac\alpha2\sum_i n_i(1-n_i).$$

It has the form of the site error with opposite sign, so it replaces $K$ by $K-\alpha$. For $V=0$, localization begins when

$$\alpha>2\left(t+\frac K2-E_p\right)=2(0.20+0.50-0.60)=0.20\ \text{eV},$$

whereas linearity is restored at $\alpha=K=1.0$ eV. With $\alpha=0.10$ eV the carrier is still shared. With $\alpha=0.30$ eV the first site holds 0.80 electrons, still well short of the true 0.97. Finding a localized solution is therefore not evidence that the correction is right. In this model, with $V=0$, the sound criterion is that the site level at fixed geometry does not move when the site is filled.

Overcorrection fails in the other direction. For $K=-0.3$ eV the threshold drops to 0.05 eV. A system with $E_p$ between 0.05 and 0.20 eV would then show a polaron that the true model does not have.

## What carries over to real materials

The relaxation energy $E_p=0.60$ eV is an illustrative value, not one taken from a particular material. The hydrogen midpoint curvature, $K=8\times1.448\approx11.6$ eV, is not a value for a solid, where screening and more extended orbitals reduce it; the model's 1.0 eV is a round choice.

The coupling in the model is local. The long-range polarization of a polar crystal is left out; it can bind a more extended polaron that the criteria here do not describe.

One assumption that clearly fails in a crystal is that there are just two sites. In a crystal of $N$ sites, an evenly spread carrier has the site error

$$N\,\frac K2\,\frac1N\left(\frac1N-1\right)=-\frac K2\left(1-\frac1N\right),$$

which tends to $-K/2$, twice the two-site value. This assumes that the curvature stays constant down to $n=1/N$. The isolated hydrogen atom does not behave so, but the assumption is more reasonable in a solid, where the carrier changes an already finite electron density and the exchange term's curvature no longer diverges at small $n$. A repulsion $V$ between nearest neighbours adds $(zN/2)\,V/N^2=zV/(2N)$ for $z$ neighbours per site. This vanishes for large $N$, so the partial cancellation of $K$ by $V$ found for two sites is lost. The spread carrier's lattice relaxation, $-E_p/N$, vanishes too, and its band energy is $-zt$ for a simple lattice with $z$ neighbours. Comparing this with a carrier confined to one site, at $-E_p$, gives the rough condition $E_p>zt+K/2$, if the polaron's remaining hopping is neglected. For $z=6$ and the same $t$ and $K$ this is 1.2 eV (linear) and 1.7 eV (convex); the same crude comparison on two sites would give 0.4 and 0.9 eV rather than the true 0.2 and 0.7 eV. The remaining hopping can be restored for the linear functional with a small amplitude $\varepsilon$ on each neighbour: $E\simeq-E_p+2zE_p\varepsilon^2-2zt\varepsilon$, with minimum $-E_p-zt^2/(2E_p)$. For $z=6$ this falls below $-zt$ at about 1.1 eV. For $V=0$ the site error only replaces $E_p$ by $E_p-K/2$ and adds the constant $-K/2$, so on any lattice the convex threshold is higher by exactly $K/2$, here about 1.6 eV. On a cubic lattice the polaron and the spread state are separate minima, and the polaron survives as a metastable state down to about 0.8 eV (linear) and 1.3 eV (convex). Between 1.3 and 1.6 eV a distorted starting geometry therefore does find a polaron with the convex functional, but above the spread state in energy. The rough condition does not apply to a chain, where the carrier self-traps, over several sites, well below $E_p=zt$. An $E_p$ of 0.60 eV would then not bind a small polaron even with the linear functional; a smaller $t$ would be needed. The bias towards spreading carries over, but the two-site thresholds should not be used as material criteria.

The numerical output below lists the calculated values.

## Computed values

```
HYDROGEN, 9s3p Gaussian basis
HF energy, n=1: -13.605 eV
HF deviation from line, n=0.5: 0.000000 eV
PBE energy, n=0.5: -8.251 eV
PBE energy, n=1: -13.605 eV
PBE deviation from line, n=0.25: -0.992 eV
PBE deviation from line, n=0.5: -1.448 eV
PBE deviation from line, n=0.75: -1.120 eV
PBE curvature K from midpoint: 11.59 eV
PBE curvature near n=0.02: -48.5 eV
PBE level at n=0.5: -13.896 eV
PBE slope dE/dn at n=0.5: -13.896 eV
PBE level at n=1: -7.594 eV
H2+ separation: 10.0 bohr
H2+ PBE energy, shared: -15.826 eV
H2+ predicted 2E(1/2)+1/(4R): -15.821 eV
H2+ HF energy, shared: -13.620 eV
PBE false stabilization of H2+: 2.221 eV
TWO-SITE MODEL
hopping t: 0.20 eV
stiffness k: 30.0 eV/A^2
coupling g: 6.0 eV/A
relaxation energy Ep: 0.60 eV
semilocal curvature K: 1.00 eV
threshold Ep for K=0.0, V=0.0 eV: 0.2000 eV
threshold Ep for K=1.0, V=0.0 eV: 0.7000 eV
threshold Ep for K=1.0, V=0.4 eV: 0.5000 eV
threshold Ep for K=-0.3, V=0.0 eV: 0.0500 eV
linear: U: 0.60 eV
linear: charge n1: 0.9714 electrons
linear: displacement x1: 0.1943 A
linear: displacement x2: 0.0057 A
linear: minimum energy: -0.6333 eV
linear: shared-state energy: -0.5000 eV
linear: gain by localization: 0.1333 eV
convex: U: 0.10 eV
convex: charge n1: 0.5000 electrons
convex: displacement x1: 0.1000 A
convex: displacement x2: 0.1000 A
convex: minimum energy: -0.7500 eV
convex: shared-state energy: -0.7500 eV
convex: gain by localization: 0.0000 eV
convex-error penalty at true polaron: 0.2222 eV
convex energy of true polaron above shared: 0.0889 eV
smallest localizing correction alpha: 0.20 eV
n1 with alpha 0.1 eV below it: 0.5000 electrons
n1 with alpha 0.1 eV above it: 0.8000 electrons
strong case: Ep: 1.00 eV
strong case, linear: n1: 0.9899 electrons
strong case, linear: gain: 0.3200 eV
strong case, convex: n1: 0.9583 electrons
strong case, convex: gain: 0.0900 eV
```
